# Orientational rate factor for O2 passing a network window: a numerical check

```python
# RESULT UNDER TEST
# A homonuclear molecule, free to rotate in a cage, has energy kappa*theta^2/2
# at a window (theta in [0, pi/2], angle of the headless axis to the normal).
# Its classical hop rate carries the factor
#     f(a) = integral_0^{pi/2} sin(theta) exp(-a theta^2/2) dtheta,
# with a = kappa/(kB T), and f -> kB T/kappa when a >> 1.
# Symbols: barrier = lowest window energy, spacing = cage-to-cage distance,
# attempt = effective attempt frequency per window, D = diffusion coefficient.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import dawsn

kB = sc.k / sc.e
hbar = sc.hbar / sc.e                       # eV s


def factor(a):
    return quad(lambda t: np.sin(t) * np.exp(-a * t * t / 2),
                0, np.pi / 2, epsabs=1e-13, epsrel=1e-11)[0]


# ---------- parameters of the example (rough round values) ----------
T = 1000 + sc.zero_Celsius
kT = kB * T
kappa, barrier, spacing, attempt = 2.0, 1.0, 0.5, 1.0e12
bond = 0.121
mass_O = 15.995 * sc.atomic_mass
inertia = 0.5 * mass_O * (bond * 1e-9) ** 2
B = sc.hbar ** 2 / (2 * inertia) / sc.e     # rotational constant
a = kappa / kT
f = factor(a)

# ---------- angular momentum integral leaves the solid-angle measure ----------
for th in (0.3, 1.1):
    p1 = quad(lambda p: np.exp(-p * p / 2), -12, 12)[0]
    p2 = quad(lambda p: np.exp(-p * p / (2 * np.sin(th) ** 2)), -12, 12,
              points=[0])[0]
    assert abs(p1 * p2 / (2 * np.pi * np.sin(th)) - 1) < 1e-7

# ---------- average over random directions in space ----------
rng = np.random.default_rng(7)
vec = rng.normal(size=(1000000, 3))
cosine = vec[:, 2] / np.linalg.norm(vec, axis=1)
weights = np.exp(-a * np.arccos(np.abs(cosine)) ** 2 / 2)
mc, mc_err = weights.mean(), weights.std() / np.sqrt(len(weights))
assert abs(mc - f) < 5 * mc_err
one_end = np.exp(-a * np.arccos(cosine) ** 2 / 2)
one_mc = one_end.mean()
one_err = one_end.std() / np.sqrt(len(one_end))
one_series = (1 - 1 / (3 * a)) / (2 * a)
assert abs(one_mc - one_series) < 5 * one_err + 1 / (30 * a ** 3)

# ---------- stiff limit, its corrections and bounds ----------
for s in (1.0, 3.0, 10.0, 30.0, 100.0):
    value = factor(s)
    lower = 1 / s - 1 / (3 * s * s) - np.exp(-s * np.pi ** 2 / 8) / s
    assert lower < value < 1 / s
for s in (30.0, 100.0):
    series = (1 - 1 / (3 * s) + 1 / (15 * s * s)) / s
    assert abs(factor(s) - series) < 1.1 / (105 * s ** 4)
assert abs(factor(1e-6) - 1) < 1e-5


def factor_sine(s):
    return quad(lambda t: np.sin(t) * np.exp(-s * np.sin(t) ** 2 / 2),
                0, np.pi / 2, epsrel=1e-11)[0]


f_sine = factor_sine(a)
assert abs(f_sine - np.sqrt(2 / a) * dawsn(np.sqrt(a / 2))) < 1e-9
assert abs(100 * factor_sine(100.0) - 1.01) < 5e-4

# ---------- flux along a path with alignment fading from the windows ----------
nodes, wts = np.polynomial.legendre.leggauss(100)
theta = (nodes + 1) * np.pi / 4
theta_w = wts * np.pi / 4 * np.sin(theta)


def path_ratio(cage_kappa, width=0.05):
    z = np.linspace(-spacing / 2, spacing / 2, 2001)
    fade = (np.exp(-(z - spacing / 2) ** 2 / (2 * width ** 2))
            + np.exp(-(z + spacing / 2) ** 2 / (2 * width ** 2)))
    stiff = cage_kappa + (kappa - cage_kappa) * fade
    orient = np.exp(-np.outer(stiff, theta ** 2) / (2 * kT)) @ theta_w
    boltz = np.exp(-barrier * np.sin(np.pi * z / spacing) ** 2 / kT)
    step = z[1] - z[0]
    aligned = boltz[-1] * orient[-1] / (np.sum(boltz * orient) * step)
    spherical = boltz[-1] / (np.sum(boltz) * step)
    return aligned / spherical


path_free = path_ratio(0.0)
assert abs(path_free / f - 1) < 0.02        # small alignment left in the cage
cage_kappa = 0.05
f_cage = factor(cage_kappa / kT)
path_hindered = path_ratio(cage_kappa)
assert abs(path_hindered / (f / f_cage) - 1) < 0.02

# ---------- quantum hindered rotor, odd and even rotational numbers ----------
LMAX = 121
x = (nodes_x := np.polynomial.legendre.leggauss(180))[0] / 2 + 0.5
xw = nodes_x[1] / 2
potential = kappa * np.arccos(x) ** 2 / 2


def quantum_factors():
    window, cage = [0.0, 0.0], [0.0, 0.0]
    top = np.full_like(x, np.sqrt(0.5))     # normalized Legendre, l = m
    for m in range(LMAX + 1):
        if m > 0:
            top = top * np.sqrt((2 * m + 1) / (2 * m)) * np.sqrt(1 - x * x)
        funcs, prev = [top], np.zeros_like(x)
        for l in range(m + 1, LMAX + 1):
            c1 = np.sqrt((4 * l * l - 1) / (l * l - m * m))
            c2 = np.sqrt(((l - 1) ** 2 - m * m) / (4 * (l - 1) ** 2 - 1))
            new = c1 * (x * funcs[-1] - c2 * prev)
            prev = funcs[-1]
            funcs.append(new)
        funcs = np.array(funcs)
        ls = np.arange(m, LMAX + 1)
        for parity in (0, 1):
            pick = ls % 2 == parity
            if not pick.any():
                continue
            P, L = funcs[pick], ls[pick]
            kinetic = B * L * (L + 1.0)
            H = 2 * (P * (xw * potential)) @ P.T + np.diag(kinetic)
            copies = 1 if m == 0 else 2
            levels = np.linalg.eigvalsh(H)
            window[parity] += copies * np.exp(-levels / kT).sum()
            cage[parity] += copies * np.exp(-kinetic / kT).sum()
    return window[0] / cage[0], window[1] / cage[1]


f_even, f_odd = quantum_factors()
libration = hbar * np.sqrt(kappa * sc.e / inertia)
half = libration / kT / 2
librator = (half / np.sinh(half)) ** 2
assert abs(f_odd / f - librator) < 5e-4
assert abs(f_odd / f_even - 1) < 1e-3

# ---------- diffusion on a tetrahedral net from its master equation ----------
bonds = spacing / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
for direction in ([1, 0, 0], [1, 2, 3]):
    q = 0.02 / spacing * np.array(direction) / np.linalg.norm(direction)
    g = np.exp(1j * bonds @ q).sum()
    decay = np.linalg.eigvalsh(np.array([[4, -g], [-np.conj(g), 4]]))[0]
    assert abs(decay / (q @ q) / (4 * spacing ** 2 / 6) - 1) < 1e-3


def diffusion(temp, orient):
    rate = attempt * orient * np.exp(-barrier / (kB * temp))
    return rate, 4 * rate * (spacing * 1e-7) ** 2 / 6     # 1/s, cm^2/s


rate, D = diffusion(T, f)
rate_sph, D_sph = diffusion(T, 1.0)

# ---------- apparent activation energy ----------
beta, db = 1 / kT, 1e-3 / kT
logs = [np.log(diffusion(1 / (kB * b), factor(kappa * b))[1])
        for b in (beta - db, beta + db)]
apparent = -(logs[1] - logs[0]) / (2 * db)
tilt_energy = quad(lambda t: kappa * t * t / 2 * np.sin(t)
                   * np.exp(-a * t * t / 2), 0, np.pi / 2)[0] / f
assert abs(apparent - barrier - tilt_energy) < 1e-5
assert abs(tilt_energy / kT - (1 - 1 / (3 * a))) < 1e-3

# ---------- sizes of other neglected effects ----------
rho = 0.3
grid = np.linspace(-9, 9, 361)
X, Y = np.meshgrid(grid, grid)
cell = (grid[1] - grid[0]) ** 2
coupled = np.exp(-(X * X + 2 * rho * X * Y + Y * Y) / 2).sum() * cell
uncoupled = np.exp(-(X * X + Y * Y) / 2).sum() * cell
coupling = (coupled / uncoupled) ** 2       # two transverse directions
assert abs(coupling - 1 / (1 - rho ** 2)) < 1e-8

omega_b = (np.pi / (spacing * 1e-9)) * np.sqrt(barrier * sc.e / mass_O)
dz = 1e-3 * spacing
curv = 2 * barrier * (np.sin(np.pi * (0.5 + dz / spacing)) ** 2 - 1) / dz ** 2
omega_num = np.sqrt(-curv * sc.e * 1e18 / (2 * mass_O))
assert abs(omega_num / omega_b - 1) < 1e-4
u = hbar * omega_b / kT
tunnel = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / u)),
              -0.6, 40, points=[0, 0.1, 1], limit=300)[0]
assert abs(tunnel - (u / 2) / np.sin(u / 2)) < 1e-6

sigma = 0.1
spread = quad(lambda e: np.exp(-e * e / (2 * sigma ** 2) - e / kT)
              / (sigma * np.sqrt(2 * np.pi)), -1.2, 1.2, points=[-0.1, 0])[0]
assert abs(spread / np.exp(sigma ** 2 / (2 * kT ** 2)) - 1) < 1e-6

# ---------- printed numbers ----------
print(f"temperature                          {T:.2f} K")
print(f"kB T                                 {kT:.5f} eV")
print(f"alignment stiffness kappa            {kappa:.2f} eV/rad^2")
print(f"lowest barrier E                     {barrier:.2f} eV")
print(f"cage spacing                         {spacing:.2f} nm")
print(f"attempt frequency per window         {attempt:.1e} 1/s")
print(f"bond length                          {bond:.3f} nm")
print(f"stiffness ratio a = kappa/kBT        {a:.3f}")
print(f"stiff-limit factor kBT/kappa         {1 / a:.5f}")
print(f"factor f from the integral           {f:.5f}")
print(f"kBT/kappa too large by               {100 * (1 / (a * f) - 1):.2f} %")
print(f"random-direction average             {mc:.5f} +- {mc_err:.5f}")
print(f"one-end-only average                 {one_mc:.5f} +- {one_err:.5f}")
print(f"factor for (kappa/2) sin^2(theta)    {f_sine:.5f}")
print(f"root-mean-square tilt at window      "
      f"{np.degrees(np.sqrt(2 * tilt_energy / kappa)):.2f} degrees")
for s in (1, 3, 10, 30):
    print(f"a = {s:2d}: f, 1/a                     {factor(s):.5f}, {1 / s:.5f}")
print(f"hop rate per window, aligned         {rate:.3e} 1/s")
print(f"hop rate per window, no alignment    {rate_sph:.3e} 1/s")
print(f"D, aligned                           {D:.3e} cm^2/s")
print(f"D, no alignment                      {D_sph:.3e} cm^2/s")
print(f"mean tilt energy at window           {tilt_energy:.5f} eV")
print(f"apparent activation energy           {apparent:.5f} eV")
for celsius in (800, 1200):
    temp = celsius + sc.zero_Celsius
    ft = factor(kappa / (kB * temp))
    print(f"{celsius} C: f, D                         "
          f"{ft:.5f}, {diffusion(temp, ft)[1]:.3e} cm^2/s")
print(f"path flux ratio, free cage           {path_free:.5f}")
print(f"cage hindrance kappa_c               {cage_kappa:.3f} eV/rad^2")
print(f"cage factor f(kappa_c)               {f_cage:.4f}")
print(f"f(kappa)/f(kappa_c)                  {f / f_cage:.5f}")
print(f"path flux ratio, hindered cage       {path_hindered:.5f}")
print(f"rotational constant B                {1000 * B:.4f} meV")
print(f"libration quantum                    {1000 * libration:.2f} meV")
print(f"quantum factor, odd numbers          {f_odd:.5f}")
print(f"quantum factor, even numbers         {f_even:.5f}")
print(f"quantum/classical, diagonalization   {f_odd / f:.5f}")
print(f"quantum/classical, librator formula  {librator:.5f}")
print(f"tilt-translation coupling rho        {rho:.2f}")
print(f"rate multiplier from coupling        {coupling:.4f}")
print(f"barrier-top quantum                  {1000 * hbar * omega_b:.2f} meV")
print(f"rate multiplier from tunnelling      {tunnel:.5f}")
print(f"barrier spread sigma                 {sigma:.2f} eV")
print(f"mean-rate multiplier from spread     {spread:.3f}")
print("all assertions hold")
```

It prints:

```
temperature                          1273.15 K
kB T                                 0.10971 eV
alignment stiffness kappa            2.00 eV/rad^2
lowest barrier E                     1.00 eV
cage spacing                         0.50 nm
attempt frequency per window         1.0e+12 1/s
bond length                          0.121 nm
stiffness ratio a = kappa/kBT        18.230
stiff-limit factor kBT/kappa         0.05486
factor f from the integral           0.05386
kBT/kappa too large by               1.84 %
random-direction average             0.05377 +- 0.00016
one-end-only average                 0.02703 +- 0.00011
factor for (kappa/2) sin^2(theta)    0.05861
root-mean-square tilt at window      18.80 degrees
a =  1: f, 1/a                     0.60047, 1.00000
a =  3: f, 1/a                     0.29407, 0.33333
a = 10: f, 1/a                     0.09673, 0.10000
a = 30: f, 1/a                     0.03297, 0.03333
hop rate per window, aligned         5.926e+06 1/s
hop rate per window, no alignment    1.100e+08 1/s
D, aligned                           9.877e-09 cm^2/s
D, no alignment                      1.834e-07 cm^2/s
mean tilt energy at window           0.10771 eV
apparent activation energy           1.10771 eV
800 C: f, D                         0.04553, 1.527e-09 cm^2/s
1200 C: f, D                         0.06215, 3.928e-08 cm^2/s
path flux ratio, free cage           0.05432
cage hindrance kappa_c               0.050 eV/rad^2
cage factor f(kappa_c)               0.7809
f(kappa)/f(kappa_c)                  0.06897
path flux ratio, hindered cage       0.06949
rotational constant B                0.1785 meV
libration quantum                    26.72 meV
quantum factor, odd numbers          0.05360
quantum factor, even numbers         0.05360
quantum/classical, diagonalization   0.99516
quantum/classical, librator formula  0.99507
tilt-translation coupling rho        0.30
rate multiplier from coupling        1.0989
barrier-top quantum                  10.16 meV
rate multiplier from tunnelling      1.00036
barrier spread sigma                 0.10 eV
mean-rate multiplier from spread     1.515
all assertions hold
```
